\section*{Interband Tunnelling Leakage per Width in a Massive Dirac Channel, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one electron to the pair rate}

A sheet of two-dimensional semiconductor lies in the $xy$ plane. Near a band edge its electrons obey the massive Dirac Hamiltonian
\begin{equation}
H=v(\sigma_x p_x+\sigma_y p_y)+\Delta\,\sigma_z+V(x),\qquad V(x)=-Fx .
\label{eq:H}
\end{equation}
Here $v$ is a velocity, $\Delta>0$ is an energy, and the Pauli matrices act on the two orbital components of the wavefunction. The symbol $F>0$ denotes the force on the electron, which is the elementary charge $e$ times the magnitude of the electric field. It points along $+x$, the transport direction. The width of the channel is measured along $y$ and is large, so that transverse wavenumbers form a continuum. Electrons are treated as independent, and scattering by phonons and defects is left out. Before the field acts, the lower band is full and the upper band is empty.

There are $g$ equal copies of this problem, from spin and valley. In the opposite valley $\sigma_xp_x$ changes sign. Conjugation with $\sigma_y$, which reverses $\sigma_x$ and $\sigma_z$, turns that Hamiltonian into Eq.~\eqref{eq:H} with $\Delta\to-\Delta$. The tunnelling probability found below depends on $\Delta^2$, so both valleys contribute equally in this model.

\subsection*{(a) The gap seen by one transverse mode}

\textit{Find the quantity that the field leaves conserved, and the gap of the one-dimensional problem that belongs to each of its values.}

\textbf{Solution.} The potential does not depend on $y$, so $p_y$ commutes with $H$. We write $p_y=\hbar k$ and treat each $k$ separately. Without the field, a plane wave with longitudinal wavenumber $k_x$ sees the matrix
\begin{equation}
h(k_x)=\hbar v k_x\sigma_x+\hbar v k\,\sigma_y+\Delta\sigma_z .
\end{equation}
Different Pauli matrices anticommute, so the cross terms cancel in the square:
\begin{equation}
h^2=\hbar^2v^2k_x^2+\hbar^2v^2k^2+\Delta^2 .
\end{equation}
The matrix $h$ has zero trace, so its eigenvalues are the two square roots of this number. At fixed $k$ the bands are closest at $k_x=0$, where they lie at $\pm\varepsilon_k$ with
\begin{equation}
\varepsilon_k=\sqrt{\Delta^2+\hbar^2v^2k^2}.
\label{eq:ek}
\end{equation}
The gap of the material is $E_g=2\Delta$. An electron with transverse momentum must cross the larger gap $2\varepsilon_k$, since the conserved transverse motion acts as an additional mass.

\subsection*{(b) A two-level problem in momentum space}

\textit{Show that the uniform field turns each transverse mode into a two-level problem with a linear sweep, and find the one dimensionless number that controls it.}

\textbf{Solution.} In the momentum representation the position operator is $x=i\,\partial/\partial k_x$, so that $V=-iF\,\partial/\partial k_x$. The Schr\"odinger equation becomes
\begin{equation}
i\hbar\left(\frac{\partial}{\partial t}+\frac{F}{\hbar}\frac{\partial}{\partial k_x}\right)\psi(k_x,t)=h(k_x)\,\psi(k_x,t).
\end{equation}
The bracket is the time derivative taken along the path $k_x=Ft/\hbar$, with $t=0$ chosen as the moment at which $k_x=0$. Along this path
\begin{equation}
i\hbar\frac{d\psi}{dt}=\left[vFt\,\sigma_x+\hbar vk\,\sigma_y+\Delta\sigma_z\right]\psi .
\end{equation}
The natural energy unit is $\sqrt{\hbar vF}$. With $t=s\sqrt{\hbar/(vF)}$ we have $vFt=s\sqrt{\hbar vF}$ and $i\hbar\,d/dt=i\sqrt{\hbar vF}\,d/ds$. Division by $\sqrt{\hbar vF}$ gives
\begin{equation}
i\frac{d\psi}{ds}=\left[s\,\sigma_x+q\,\sigma_y+m\,\sigma_z\right]\psi,\qquad
q=k\sqrt{\frac{\hbar v}{F}},\quad m=\frac{\Delta}{\sqrt{\hbar vF}} .
\label{eq:twolevel}
\end{equation}
The combination $q\sigma_y+m\sigma_z$ equals $\mu$ times the Pauli matrix along a unit vector perpendicular to the $x$ axis, where
\begin{equation}
\mu^2=m^2+q^2=\frac{\varepsilon_k^2}{\hbar vF}.
\label{eq:mu}
\end{equation}
A rotation that does not depend on time takes the $x$ axis into the $z$ axis and this perpendicular vector into the $x$ axis. The equation for the rotated components $a$ and $b$ is then
\begin{equation}
i a'=s\,a+\mu\,b,\qquad i b'=\mu\,a-s\,b ,
\label{eq:ab}
\end{equation}
where the prime means $d/ds$. Only $\mu$ is left as a parameter.

\subsection*{(c) The probability of changing bands}

\textit{An electron is in the lower band at $s\to-\infty$. Find the probability that it is in the upper band at $s\to+\infty$, without assuming that this probability is small.}

\textbf{Solution.} The variable $s$ enters Eq.~\eqref{eq:ab} linearly, so a superposition of exponentials $e^{iys}$ lowers the order of the equation. This suggests the pair
\begin{align}
b(s)&=\int_C y^{i\nu}\,\mathcal E\,dy,\qquad
a(s)=-\mu\int_C y^{i\nu-1}\,\mathcal E\,dy,\label{eq:int}\\
\mathcal E&=e^{-iy^2/4+iys-is^2/2}=e^{is^2/2}\,e^{-i(y-2s)^2/4},\qquad \nu=\frac{\mu^2}{2}.
\end{align}
The path $C$ comes in from infinity along the direction $e^{3\pi i/4}$, passes above $y=0$ and leaves along $e^{-i\pi/4}$. In both directions the integrand falls off as a Gaussian. The branch cut of $y^{i\nu}$ runs down the negative imaginary axis, so that $-\pi/2<\arg y<3\pi/2$.

We verify both equations. From $\partial_s\mathcal E=i(y-s)\mathcal E$,
\begin{equation}
ia'=\mu\int_C y^{i\nu-1}(y-s)\,\mathcal E\,dy=\mu b+s a .
\end{equation}
For the second equation,
\begin{equation}
ib'=-\int_C y^{i\nu}(y-s)\,\mathcal E\,dy=s b-\int_C y^{i\nu+1}\mathcal E\,dy .
\end{equation}
Since $\partial_y\mathcal E=i(s-y/2)\mathcal E$, we have $y\,\mathcal E=2s\,\mathcal E+2i\,\partial_y\mathcal E$. Integration by parts, with no contribution from the ends, gives
\begin{align}
\int_C y^{i\nu+1}\mathcal E\,dy&=2s\,b+2i\int_C y^{i\nu}\,\partial_y\mathcal E\,dy\nonumber\\
&=2s\,b+2\nu\int_C y^{i\nu-1}\mathcal E\,dy=2s\,b-\frac{2\nu}{\mu}\,a .
\end{align}
Hence $ib'=-sb+(2\nu/\mu)a$. This is the required equation because $2\nu=\mu^2$.

\textit{Late times.} For $s>0$ we move $C$ to the straight line $y=2s+re^{-i\pi/4}$ with real $r$. This line passes above the origin, so neither the origin nor the cut is crossed. On it $|\mathcal E|=e^{-r^2/4}$. As $s\to\infty$ the factor $y^{i\nu}$ tends to $(2s)^{i\nu}$ at each fixed $r$, and its modulus stays below $e^{\pi\nu/4}$. The limit may therefore be taken under the integral:
\begin{equation}
|b(s)|\to\int_{-\infty}^{\infty}e^{-r^2/4}\,dr=2\sqrt\pi .
\end{equation}
The integrand of $a$ has an additional factor $1/y$. The line stays at least $\sqrt2\,s$ away from the origin, so $a\to0$.

\textit{Early times.} For $s<0$ the line $y=-2|s|+re^{-i\pi/4}$ passes below the origin. The path $C$ equals this line plus a detour along both sides of the cut between $-2i|s|$ and $0$. On the cut $y=-i\eta$ and $|\mathcal E|=e^{-\eta|s|}$, while $|y^{i\nu}|$ is bounded. The detour therefore contributes to $b$ at most a constant divided by $|s|$, which vanishes in the limit. On the line, at fixed $r$, $\arg y\to\pi$ and
\begin{equation}
|y^{i\nu}|=e^{-\nu\arg y}\to e^{-\pi\nu},\qquad\text{so}\qquad |b(s)|\to2\sqrt\pi\,e^{-\pi\nu}.
\end{equation}

This solution ends purely in component $b$. Let $M$ be the unitary matrix that carries early amplitudes to late ones, apart from phases. Then the early amplitude is $M^\dagger$ applied to the late one, and the ratio of the two values of $|b|^2$ is $|M_{bb}|^2=e^{-2\pi\nu}$. For a unitary $2\times2$ matrix $|M_{aa}|=|M_{bb}|$.

At large $|s|$ the components become band states. Component $a$ has energy $s$: it is the lower band at early times and the upper band at late times. An electron that stays in $a$ has changed bands, and
\begin{equation}
P(k)=|M_{aa}|^2=e^{-\pi\mu^2}=\exp\!\left(-\frac{\pi\varepsilon_k^2}{\hbar vF}\right).
\label{eq:P}
\end{equation}
This is the Landau-Zener probability. It holds for any $\mu$ in an unbounded uniform field. For $\Delta=0$ and $k=0$ it equals one, because the two components are then uncoupled.

\subsection*{(d) The same exponent in real space}

\textit{Compute the decay of a stationary state under the barrier and compare it with the result of (c).}

\textbf{Solution.} At total energy $E$ the local kinetic energy is $\varepsilon=E-V(x)=E+Fx$. The band relation $\varepsilon^2=\varepsilon_k^2+\hbar^2v^2k_x^2$ gives an imaginary wavenumber $k_x=i\kappa$ wherever $|\varepsilon|<\varepsilon_k$, with
\begin{equation}
\kappa=\frac{\sqrt{\varepsilon_k^2-\varepsilon^2}}{\hbar v}.
\end{equation}
The forbidden region has length $2\varepsilon_k/F$. With $dx=d\varepsilon/F$ and $\varepsilon=\varepsilon_k\sin\theta$, the exponent for the probability is
\begin{equation}
2\int\kappa\,dx=\frac{2\varepsilon_k^2}{\hbar vF}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi\varepsilon_k^2}{\hbar vF}.
\label{eq:wkb}
\end{equation}
It agrees with Eq.~\eqref{eq:P}. The semiclassical estimate leaves the prefactor open, whereas part (c) shows that it is one in an unbounded uniform field. The real-space picture adds a condition for using Eq.~\eqref{eq:P} in devices: the uniform field must extend through the whole forbidden region and some way beyond it on both sides.

\subsection*{(e) Summing over transverse momentum}

\textit{Find the number of electron-hole pairs created per area and time, and identify the density of transverse modes that it contains.}

\textbf{Solution.} Per area and per copy, the filled band has $dk_x\,dk/(2\pi)^2$ states. The field moves every state along $k_x$ at the rate $F/\hbar$. Each state that passes $k_x=0$ makes one attempt, which succeeds with probability $P(k)$. The pair rate is
\begin{equation}
G=g\,\frac F\hbar\int_{-\infty}^{\infty}\frac{dk}{(2\pi)^2}\,P(k)=g\,\frac Fh\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,P(k),
\end{equation}
where $h=2\pi\hbar$ is Planck's constant. Inserting $\varepsilon_k^2=\Delta^2+\hbar^2v^2k^2$ splits the probability into two factors:
\begin{equation}
P(k)=e^{-S}\,e^{-\pi\hbar vk^2/F},\qquad S=\frac{\pi\Delta^2}{\hbar vF}.
\label{eq:S}
\end{equation}
The Gaussian integral $\int e^{-\alpha k^2}dk=\sqrt{\pi/\alpha}$ with $\alpha=\pi\hbar v/F$ equals $\sqrt{F/(\hbar v)}$. Therefore
\begin{equation}
G=g\,\frac Fh\,n_\perp e^{-S},\qquad n_\perp=\frac1{2\pi}\sqrt{\frac{F}{\hbar v}} .
\label{eq:G}
\end{equation}
The quantity $n_\perp$ is a number of modes per width. The transverse modes near $k=0$ act together like $n_\perp$ modes per width that all tunnel with the probability $e^{-S}$. A larger field admits larger transverse momenta. The mean square of $k$ among the tunnelling electrons is $1/(2\alpha)=F/(2\pi\hbar v)$. The gap does not enter $n_\perp$, since $\Delta^2$ and $\hbar^2v^2k^2$ add in the exponent without a cross term.

A direct numerical solution of Eq.~\eqref{eq:twolevel} tests the probability and its sum together. It ran from $s=-25$ to $25$ for $m=0.5$ and $0.9$, with $q$ from $-2$ to $2$ in steps of $0.25$. The sum of $P$ times the step should equal $\int e^{-\pi(m^2+q^2)}dq=e^{-\pi m^2}$. The larger of the two relative errors was $1.7\times10^{-4}$.

\section{From the pair rate to the leakage of a channel}

The symbols carried over are the force $F$ (charge times field), the half gap $\Delta=E_g/2$, the velocity $v$, the conserved transverse wavenumber $k$ with half gap $\varepsilon_k=\sqrt{\Delta^2+\hbar^2v^2k^2}$, and the number $g$ of equal spin-valley copies. In a uniform field an electron changes bands with probability $P(k)=e^{-S}e^{-\pi\hbar vk^2/F}$, where $S=\pi\Delta^2/(\hbar vF)$. The pair rate per area is $G=g(F/h)\,n_\perp e^{-S}$ with the mode density $n_\perp=\sqrt{F/(\hbar v)}/(2\pi)$.

\subsection*{(f) Leakage per width}

\textit{Filled valence states face empty conduction states over an energy window $W$. Find the current per width, its dependence on the field, and the change caused by partial occupation.}

\textbf{Solution.} A state of energy $E$ tunnels around the point where its local kinetic energy $E+Fx$ vanishes. A window $W$ therefore corresponds to tunnelling centres spread over a length $\ell=W/F$. Each pair sends an electron to one contact and a hole to the other, which moves one charge $e$ through the circuit. The current per width is
\begin{equation}
J=eG\ell=g\,\frac eh\,W\,n_\perp\,e^{-S}
=\frac{g\,eW}{2\pi h}\sqrt{\frac{F}{\hbar v}}\;\exp\!\left(-\frac{\pi\Delta^2}{\hbar vF}\right).
\label{eq:J}
\end{equation}
The explicit factor $F$ in $G$ has cancelled against the $1/F$ in $\ell$; the force remains in $n_\perp$ and in $S$. What remains is the rule that each transverse mode carries a particle flux $1/h$ per unit energy.

The square root belongs to a fixed window. If the length $\ell$ is fixed instead, then $W=F\ell$ and the prefactor grows as $F^{3/2}$. At fixed $W$ the logarithmic slope is
\begin{equation}
\frac{d\ln J}{d\ln F}=\frac12+S ,
\label{eq:slope}
\end{equation}
so for $S\gg1$ the exponential dominates the field dependence. In the gapless limit $S=0$ the square root is all that is left.

With occupations $f_v(E)$ on the valence side and $f_c(E)$ on the conduction side, the net flow is proportional to $f_v(1-f_c)-f_c(1-f_v)=f_v-f_c$, because the transmission is the same in both directions. Hence $W$ is replaced by $\int(f_v-f_c)\,dE$ over the window.

For a uniform field, this part has derived the probability of changing bands, the pair rate and the leakage per width, Eq.~\eqref{eq:J}, with its dependence on field and occupation. What remains is to treat a ramp of finite height, evaluate the leakage and the shortest permitted ramp for a short channel, and examine how far the simple formula can be trusted.
